# Thermopower of a ballistic point contact at a channel threshold: a program that tests the result

```python
"""Thermopower of a ballistic point contact at a channel threshold.
Result under test: S = -(k/e) ln2/(N+1/2), for N fully open channels and
one more channel that opens sharply at the chemical potential mu.
Symbols: x = (E-mu)/kT; L0, L1 = thermal averages of M(x) and x*M(x),
M = summed transmission; eps = threshold position in kT relative to mu;
width = hbar*omega_x/(2 pi kT), the smearing of a saddle-point step.
Reduced thermopower means e|S|/k = L1/L0 for electron carriers.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
SPAN = 40.0    # integration range in kT; the thermal weight there is e^-40
DEEP = -1000.0  # threshold of a fully open channel


def integral(func, breaks):
    """Gauss-Legendre integral over (-SPAN, SPAN), split at the breaks."""
    inside = sorted({float(b) for b in breaks if abs(b) < SPAN})
    edges = [-SPAN] + inside + [SPAN]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        x = 0.5 * (a + b) + 0.5 * (b - a) * NODES
        total += 0.5 * (b - a) * np.dot(WEIGHTS, func(x))
    return total


def moments(transmission, breaks):
    def weight(x):
        return expit(x) * expit(-x)
    pts = list(breaks) + [0.0]
    l0 = integral(lambda x: transmission(x) * weight(x), pts)
    l1 = integral(lambda x: x * transmission(x) * weight(x), pts)
    return l0, l1


def contact_moments(thresholds, width=0.0):
    thr = np.array(thresholds, dtype=float)

    def transmission(x):
        d = x[:, None] - thr[None, :]
        steps = (d > 0).astype(float) if width == 0 else expit(d / width)
        return steps.sum(axis=1)
    return moments(transmission, thr)


def reduced_power(thresholds, width=0.0):
    l0, l1 = contact_moments(thresholds, width)
    return l1 / l0


def open_circuit_ratio(n_open, dt, hot_share):
    """Delta mu/(k Delta T) at zero current; energies in k*T_mean.
    hot_share is the part of Delta mu taken up by the hot reservoir."""
    t_hot, t_cold = 1 + dt / 2, 1 - dt / 2

    def current(dmu):
        mu_hot, mu_cold = hot_share * dmu, -(1 - hot_share) * dmu

        def integrand(x):
            f_hot = expit(-(x - mu_hot) / t_hot)
            f_cold = expit(-(x - mu_cold) / t_cold)
            return (n_open + (x > 0)) * (f_hot - f_cold)
        return integral(integrand, [0.0])
    return brentq(current, -3 * dt, 0.0, xtol=1e-14) / dt


def parabola_transmission(energy, far=14.0):
    """Solve psi'' = -(2*energy + x^2) psi with an outgoing wave at +far;
    energy in units of hbar*omega_x, measured from the barrier top."""
    def k_and_slope(x):
        k = np.sqrt(2 * energy + x * x)
        return k, x / (2 * k * k)
    k, kap = k_and_slope(far)
    psi = 1 / np.sqrt(k) + 0j
    sol = solve_ivp(lambda x, y: [y[1], -(2 * energy + x * x) * y[0]],
                    (far, -far), [psi, (1j * k - kap) * psi],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    k, kap = k_and_slope(-far)
    incoming = np.sqrt(k) * (psi + (dpsi + kap * psi) / (1j * k)) / 2
    return 1 / abs(incoming) ** 2


# --- closed forms against integration and against the zero-current solution
for n in range(4):
    for eps in (-2.0, 0.0, 0.7, 3.0):
        l0, l1 = contact_moments([DEEP] * n + [eps])
        f = 1 / (np.exp(eps) + 1)
        assert abs(l0 - (n + f)) < 1e-10
        assert abs(l1 - (eps * f + np.log(1 + np.exp(-eps)))) < 1e-10
    signed = open_circuit_ratio(n, 1e-3, 0.5)
    assert abs(signed + np.log(2) / (n + 0.5)) < 1e-6

# --- position of the maximum of |S| by direct search
peaks = {}
for n in (1, 2, 3):
    found = minimize_scalar(
        lambda eps: -reduced_power([DEEP] * n + [eps]),
        bounds=(-3, 4), method="bounded", options={"xatol": 1e-8})
    root = brentq(lambda e: n * e - np.log(1 + np.exp(-e)), 0, 2)
    assert abs(found.x - root) < 1e-4
    assert abs(-found.fun - root) < 1e-8
    peaks[n] = (found.x, -found.fun)
assert abs(peaks[1][0] - np.log((1 + np.sqrt(5)) / 2)) < 1e-4
scan = np.linspace(-4, 8, 25)
single = np.array([reduced_power([e]) for e in scan])
assert np.all(np.diff(single) > 0) and np.all(single > scan)

# --- transmission of the saddle; far-field matching error is about far^-4
wave_checks = []
for energy in (-0.3, 0.0, 0.2):
    numeric = parabola_transmission(energy)
    formula = 1 / (1 + np.exp(-2 * np.pi * energy))
    assert abs(numeric - formula) < 1e-3
    wave_checks.append((energy, numeric, formula))

# --- narrow and wide step limits
l0, l1 = contact_moments([DEEP, 0.0], 0.05)
assert abs(l0 - 1.5) < 1e-10
assert abs(l1 - (np.log(2) - np.pi**2 * 0.05**2 / 24)) < 1e-5
l0, l1 = contact_moments([DEEP, 0.0], 20.0)
# the next term of the low-temperature series is about 0.3 percent
assert abs(l1 / (np.pi**2 / (12 * 20.0)) - 1) < 5e-3

# --- worked example: rough typical values for a GaAs point contact
temperature = 4.0          # K
spacing = 3.0              # meV, subband spacing
barrier = 1.0              # meV, hbar*omega_x
fermi = 10.0               # meV, leads
mobility = 1.0e6           # cm^2/(V s)
mass_ratio = 0.067
delta_t = 1.0              # K
n_main = 1
k_mev = const.k / const.e * 1e3
k_uv = const.k / const.e * 1e6
kt = k_mev * temperature
width = barrier / (2 * np.pi * kt)


def saddle_power(n_open, temp, step_energy):
    """|S| in uV/K with equally spaced subbands, one threshold at mu."""
    thermal = k_mev * temp
    thr = [(j - n_open) * spacing / thermal for j in range(n_open + 12)]
    return k_uv * reduced_power(thr, step_energy / (2 * np.pi * thermal))


ideal = k_uv * reduced_power([DEEP] * n_main + [0.0])
only_smear = k_uv * reduced_power([DEEP] * n_main + [0.0], width)
only_spacing = saddle_power(n_main, temperature, 0.0)
both = saddle_power(n_main, temperature, barrier)
finite = [-k_uv * open_circuit_ratio(n_main, delta_t / temperature, s)
          for s in (0.5, 1.0)]

# leads: conductivity ~ E*tau(E), tau ~ E, so conductivity ~ E^2
lead0, lead1 = moments(
    lambda x: np.maximum(1 + x * kt / fermi, 0) ** 2, [-fermi / kt])
lead = k_uv * lead1 / lead0
mott_lead = k_uv * (np.pi**2 / 3) * 2 * kt / fermi
assert abs(lead / mott_lead - 1) < 0.01

mass = mass_ratio * const.m_e
mev = 1e-3 * const.e
k_fermi = np.sqrt(2 * mass * fermi * mev) / const.hbar
free_path = const.hbar * k_fermi * mobility * 1e-4 / const.e
density = k_fermi**2 / (2 * np.pi)
length_x = const.hbar / np.sqrt(mass * barrier * mev)
length_y = const.hbar / np.sqrt(mass * spacing * mev)
assert free_path > 10 * length_x
l0, l1 = contact_moments([DEEP] * n_main + [0.0])
conductance = 2 * const.e**2 / const.h * l0

print(f"Temperature: {temperature:.1f} K; kT: {kt:.4f} meV")
print(f"Subband spacing: {spacing:.1f} meV")
print(f"Saddle energy hbar*omega_x: {barrier:.1f} meV")
print(f"Lead Fermi energy: {fermi:.1f} meV")
print(f"Mobility: {mobility:.1e} cm^2/(V s)")
print(f"Effective mass: {mass_ratio:.3f} electron masses")
print(f"k/e: {k_uv:.3f} uV/K")
print(f"Main case N: {n_main}")
print(f"L0 by integration: {l0:.6f}; L1: {l1:.6f} (dimensionless)")
print(f"Conductance: {conductance * 1e6:.2f} uS")
print(f"Ideal thermopower S: {-ideal:.2f} uV/K")
print("Magnitude |S| in uV/K: sharp isolated step, full saddle model")
for n in range(4):
    sharp = k_uv * reduced_power([DEEP] * n + [0.0])
    full = saddle_power(n, temperature, barrier)
    print(f"  N={n}: {sharp:.2f}, {full:.2f}")
print("Maximum of |S| for a sharp step: threshold above mu, value")
for n, (eps, value) in peaks.items():
    print(f"  N={n}: {eps:.4f} kT, {k_uv * value:.2f} uV/K")
print(f"N=1 maximum lies at {peaks[1][0] * kt:.4f} meV above mu")
print("Parabolic barrier: energy/(hbar*omega_x), wave solution, formula")
for energy, numeric, formula in wave_checks:
    print(f"  {energy:+.1f}: {numeric:.4f}, {formula:.4f}")
print(f"Step width w = hbar*omega_x/(2 pi kT): {width:.4f}")
print(f"Subband spacing / kT: {spacing / kt:.3f}")
print("Main case |S| with neglected effects restored:")
print(f"  step smearing only: {only_smear:.2f} uV/K "
      f"({100 * (only_smear / ideal - 1):+.2f} %)")
print(f"  finite spacing only: {only_spacing:.2f} uV/K "
      f"({100 * (only_spacing / ideal - 1):+.2f} %)")
print(f"  both: {both:.2f} uV/K ({100 * (both / ideal - 1):+.2f} %)")
print("Main case |S| of full saddle model against temperature:")
for temp in (0.5, 1.0, 2.0, 4.0, 8.0):
    print(f"  {temp:.1f} K: {saddle_power(n_main, temp, barrier):.2f} uV/K")
print(f"Finite temperature difference: {delta_t:.1f} K")
print(f"  ideal linear thermovoltage: {ideal * delta_t:.2f} uV")
print(f"  mu shift shared equally: {finite[0] * delta_t:.3f} uV")
print(f"  mu shift on hot side only: {finite[1] * delta_t:.3f} uV")
print(f"Lead diffusion thermopower |S|: {lead:.2f} uV/K")
print(f"Lead electron density: {density * 1e-4:.2e} cm^-2")
print(f"Mean free path: {free_path * 1e6:.2f} um")
print(f"Saddle length along current: {length_x * 1e9:.1f} nm")
print(f"Oscillator length across current: {length_y * 1e9:.1f} nm")
print("all good")
```

Output:

```
Temperature: 4.0 K; kT: 0.3447 meV
Subband spacing: 3.0 meV
Saddle energy hbar*omega_x: 1.0 meV
Lead Fermi energy: 10.0 meV
Mobility: 1.0e+06 cm^2/(V s)
Effective mass: 0.067 electron masses
k/e: 86.173 uV/K
Main case N: 1
L0 by integration: 1.500000; L1: 0.693147 (dimensionless)
Conductance: 116.22 uS
Ideal thermopower S: -39.82 uV/K
Magnitude |S| in uV/K: sharp isolated step, full saddle model
  N=0: 119.46, 108.18
  N=1: 39.82, 36.20
  N=2: 23.89, 21.72
  N=3: 17.07, 15.51
Maximum of |S| for a sharp step: threshold above mu, value
  N=1: 0.4812 kT, 41.47 uV/K
  N=2: 0.2812 kT, 24.23 uV/K
  N=3: 0.1995 kT, 17.19 uV/K
N=1 maximum lies at 0.1659 meV above mu
Parabolic barrier: energy/(hbar*omega_x), wave solution, formula
  -0.3: 0.1318, 0.1318
  +0.0: 0.5000, 0.5000
  +0.2: 0.7784, 0.7784
Step width w = hbar*omega_x/(2 pi kT): 0.4617
Subband spacing / kT: 8.703
Main case |S| with neglected effects restored:
  step smearing only: 35.95 uV/K (-9.71 %)
  finite spacing only: 40.01 uV/K (+0.46 %)
  both: 36.20 uV/K (-9.09 %)
Main case |S| of full saddle model against temperature:
  0.5 K: 11.89 uV/K
  1.0 K: 20.46 uV/K
  2.0 K: 29.69 uV/K
  4.0 K: 36.20 uV/K
  8.0 K: 47.00 uV/K
Finite temperature difference: 1.0 K
  ideal linear thermovoltage: 39.82 uV
  mu shift shared equally: 39.796 uV
  mu shift on hot side only: 40.167 uV
Lead diffusion thermopower |S|: 19.47 uV/K
Lead electron density: 2.80e+11 cm^-2
Mean free path: 8.73 um
Saddle length along current: 33.7 nm
Oscillator length across current: 19.5 nm
all good
```
